# Furry's theorem and its failure at nonzero chemical potential

## Which photon loops have to be computed?

Before a closed electron loop with three or five photon vertices is evaluated, one must decide whether it can be dropped. In the QED vacuum it can, once both orientations of the loop are included. In a gas with more electrons than positrons it generally cannot, and dropping it loses a genuine contribution to the response. The decision rests on charge conjugation: the symmetry of the dynamics is not enough, because the state must share it.

We use $\hbar=c=1$, the metric $(+,-,-,-)$ and the Dirac representation. The charge $Q$ counts electrons minus positrons. The electron current is

$$
j^\mu=\tfrac12[\bar\psi,\gamma^\mu\psi]
=\tfrac12\gamma^\mu_{ab}[\bar\psi_a,\psi_b]. \tag{1}
$$

The commutator fixes the additive constant in the charge density so that electrons and positrons are treated alike.

## Charge conjugation of the current

Let $C=i\gamma^2\gamma^0$. Since $\gamma^2$ and $\gamma^0$ anticommute,

$$
C^2=-\gamma^2\gamma^0\gamma^2\gamma^0
=(\gamma^2)^2(\gamma^0)^2=-1,
$$

so $C^{-1}=-C$. The matrix $C$ anticommutes with $\gamma^0$ and $\gamma^2$, which are symmetric. It commutes with $\gamma^1$ and $\gamma^3$, which are antisymmetric. All four cases are contained in

$$
C\gamma^\mu C^{-1}=C^{-1}\gamma^\mu C=-\gamma^{\mu T}. \tag{2}
$$

The unitary operator $\mathcal C$ acts on the field as

$$
\mathcal C\psi\,\mathcal C^{-1}=C\bar\psi^T,\qquad
\mathcal C\bar\psi\,\mathcal C^{-1}=-\psi^TC^{-1}. \tag{3}
$$

The second relation follows from the first. The matrix $C$ is real and $C^T=-C$, so $C^\dagger=C^{-1}$. The adjoint of $C\gamma^0\psi^{\dagger T}$ is $\psi^T\gamma^0C^{-1}$. Multiplication by $\gamma^0$ on the right gives $\psi^T\gamma^0C^{-1}\gamma^0=-\psi^TC^{-1}$.

Inserting (3) into (1),

$$
\begin{aligned}
\mathcal Cj^\mu\mathcal C^{-1}
&=-\tfrac12(C^{-1}\gamma^\mu C)_{cd}[\psi_c,\bar\psi_d]\\
&=+\tfrac12\gamma^\mu_{dc}[\psi_c,\bar\psi_d]
=-\tfrac12\gamma^\mu_{dc}[\bar\psi_d,\psi_c]=-j^\mu .
\end{aligned} \tag{4}
$$

The second line uses (2), then reverses the commutator.

The same calculation with the unit matrix in place of $\gamma^\mu$ leaves the mass term $\tfrac12[\bar\psi,\psi]$ unchanged. In the kinetic term, the sign from (4) is compensated by the sign from moving the derivative back by partial integration. The coupling $A_\mu j^\mu$ is unchanged if $A_\mu\to-A_\mu$, and the Maxwell term is quadratic in $A$. Thus $\mathcal C$ commutes with the QED Hamiltonian, provided the regulator preserves this symmetry.

Consider a density operator $\rho$ with $\mathcal C\rho\,\mathcal C^{-1}=\rho$. Insert $\mathcal C^{-1}\mathcal C$ between all factors of a correlator and use cyclicity of the trace:

$$
\begin{aligned}
\mathrm{Tr}[\rho\,j^{\mu_1}(x_1)\cdots j^{\mu_n}(x_n)]
&=\mathrm{Tr}[\rho\,\mathcal Cj^{\mu_1}\mathcal C^{-1}\cdots
\mathcal Cj^{\mu_n}\mathcal C^{-1}]\\
&=(-1)^n\mathrm{Tr}[\rho\,j^{\mu_1}(x_1)\cdots j^{\mu_n}(x_n)].
\end{aligned} \tag{5}
$$

For odd $n$ the correlator equals its own negative and vanishes. This is Furry's theorem. It holds for each operator ordering, hence for the time-ordered function $G_n$. The currents in (5) evolve with the interacting Hamiltonian, so no expansion in the charge has been made. The vacuum qualifies if it is unique, since $\mathcal C$ can then change it by no more than a phase.

An external electromagnetic field breaks the symmetry unless its sign is reversed too. In an expansion in that field, each insertion counts as another photon vertex. Three photons may therefore couple in the vacuum through terms with an odd number of field insertions, because the total number of vertices is then even.

## The same result from two loop orientations

The operator proof does not show which diagrams cancel. Let the photons bring incoming momenta $k_1,\ldots,k_n$ into a loop, with $\sum_i k_i=0$ and $K_r=k_1+\cdots+k_r$. Omitting charges, factors of $i$ and the closed-loop sign, which are common to both orientations, define

$$
F(l)=\mathrm{tr}\big[\gamma^{\mu_n}S(l+K_{n-1})\cdots
\gamma^{\mu_2}S(l+K_1)\gamma^{\mu_1}S(l)\big], \tag{6}
$$

where $S(p)=(\gamma\cdot p-m)^{-1}$. From (2),

$$
C(\gamma\cdot p-m)C^{-1}
=-(\gamma\cdot p)^T-m=[\gamma\cdot(-p)-m]^T,
$$

and inversion gives

$$
CS(p)C^{-1}=S(-p)^T. \tag{7}
$$

The usual $i\epsilon$ accompanies $m^2$ in the denominator $p^2-m^2$, so it is unaffected by $p\to-p$.

Insert $C^{-1}C$ between the factors of (6). Each vertex contributes a minus sign, and each propagator is transposed with reversed momentum:

$$
\begin{aligned}
F(l)&=(-1)^n\mathrm{tr}\big[\gamma^{\mu_nT}S(-l-K_{n-1})^T\cdots
\gamma^{\mu_1T}S(-l)^T\big]\\
&=(-1)^n\mathrm{tr}\big[S(-l)\gamma^{\mu_1}S(-l-K_1)\cdots
S(-l-K_{n-1})\gamma^{\mu_n}\big].
\end{aligned} \tag{8}
$$

The second line uses the fact that a matrix and its transpose have the same trace. Now read this line from right to left. An electron with momentum $-l$ first meets vertex $n$. Its momentum becomes $-l+k_n=-l-K_{n-1}$, as the next propagator requires. It then meets vertices $n-1,\ldots,1$. This is the loop with reversed vertex order, started at momentum $-l$:

$$
F_{\rm rev}(-l)=(-1)^nF(l). \tag{9}
$$

Reflection of the integration variable gives

$$
\int d^4l\,F_{\rm rev}(l)=\int d^4l\,F_{\rm rev}(-l)
=(-1)^n\int d^4l\,F(l). \tag{10}
$$

For odd $n$ the two orientations cancel. The three-photon loop has three propagators and behaves as $\int d^4l/l^3$ by power counting. With other momentum routings, a shift of $l$ is also needed, and a shift of such an integral can leave a surface term. A regulator that respects gauge invariance and charge conjugation, such as dimensional regularization, permits the shift.

There are $(n-1)!$ cyclic vertex orders. Fix vertex 1. Reversal then reverses the sequence of the other $n-1$ labels. For $n\ge3$ these are at least two distinct labels, so no order equals its reverse. The orders form $(n-1)!/2$ pairs: one for $n=3$ and twelve for $n=5$. For $n=1$ the loop is its own reverse, and (9) makes its integrand odd. For even $n$ the paired terms add, so the four-photon loop is not removed.

The result depends on the vertices being vectors. For $\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3$, (2) supplies four minus signs, and reversing the four factors requires six exchanges. Hence $C\gamma_5C^{-1}=\gamma_5^T$, and

$$
C\gamma^\mu\gamma_5C^{-1}
=-\gamma^{\mu T}\gamma_5^T=-(\gamma_5\gamma^\mu)^T
=+(\gamma^\mu\gamma_5)^T .
$$

An axial vertex does not contribute the minus sign of a vector vertex. A triangle with one axial and two vector vertices is therefore not cancelled by this argument.

## What a chemical potential changes

Consider the equilibrium state

$$
\rho_\mu=\frac{e^{-\beta(H-\mu Q)}}{\mathrm{Tr}\,e^{-\beta(H-\mu Q)}},
\qquad \beta=\frac1T, \tag{11}
$$

with temperature in energy units. Here $\mu$ without an index position is the chemical potential. Since $Q=\int d^3x\,j^0$, (4) gives $\mathcal CQ\,\mathcal C^{-1}=-Q$ and hence $\mathcal C\rho_\mu\mathcal C^{-1}=\rho_{-\mu}$. The argument of (5) now yields

$$
G_n(\mu)=(-1)^nG_n(-\mu). \tag{12}
$$

An odd correlator is an odd function of $\mu$. It vanishes at $\mu=0$ even in a hot plasma, but symmetry no longer forces it to vanish at a given $\mu\ne0$.

In imaginary time the electron frequencies are $\omega=(2r+1)\pi T$, with integer $r$, and the propagator has $p^0=i\omega+\mu$. Its argument in (7) changes sign as a whole, so $i\omega+\mu$ becomes $-i\omega-\mu$. If $l$ now denotes the frequency and spatial momentum without $\mu$, (9) is replaced by

$$
F_{\rm rev}(-l;-\mu)=(-1)^nF(l;\mu). \tag{13}
$$

The cancelling partner belongs to the medium with opposite charge. Let $I(\mu)$ be the regulated frequency sum and momentum integral of $F$. For odd $n$, the two orientations at the same $\mu$ give

$$
I(\mu)+I_{\rm rev}(\mu)=I(\mu)-I(-\mu). \tag{14}
$$

The part of one orientation that is even in $\mu$ cancels, while the odd part is doubled.

A nonzero value of the parameter $\mu$ is not by itself sufficient for failure. In a free gas at $T=0$, adding an electron changes $H-\mu Q$ by $E-\mu$, and adding a positron changes it by $E+\mu$, where $E=\sqrt{p^2+m^2}$. If $|\mu|<m$, both costs are positive. The ground state is still the vacuum, and the odd correlators vanish. Failure requires a charge-asymmetric state, as occurs for $|\mu|>m$, or for $\mu\ne0$ at $T>0$.

## A three-photon loop that survives

To establish a nonzero result, take three static density vertices and define

$$
\Gamma_3=T\sum_\omega\int\frac{d^3p}{(2\pi)^3}
\,[F(p;\mu)+F_{\rm rev}(p;\mu)]. \tag{15}
$$

The external frequencies are set to zero before the external momenta. This is the equilibrium response limit.

First consider the net density $n(\mu)$. Write $\gamma\cdot p-m=\gamma^0(p^0-h)$, where $h=\gamma^0(\boldsymbol\gamma\cdot\mathbf p+m)$ has eigenvalues $\pm E$, each twice. Then $S=(p^0-h)^{-1}\gamma^0$ and

$$
\mathrm{tr}[\gamma^0S]=\frac{2}{i\omega+\mu-E}
+\frac{2}{i\omega+\mu+E}. \tag{16}
$$

Pairing $\omega$ with $-\omega$ gives

$$
T\sum_\omega\frac1{i\omega-x}
=-T\sum_\omega\frac{x}{\omega^2+x^2}
=-\tfrac12\tanh\frac{x}{2T}=f(x)-\tfrac12, \tag{17}
$$

where $f(x)=1/(e^{x/T}+1)$. Apply this with $x=E-\mu$ and $x=-E-\mu$, and use $f(-y)=1-f(y)$:

$$
\begin{aligned}
T\sum_\omega\int\frac{d^3p}{(2\pi)^3}\mathrm{tr}[\gamma^0S]
&=2\int\frac{d^3p}{(2\pi)^3}[f(E-\mu)-f(E+\mu)]\\
&=n(\mu).
\end{aligned} \tag{18}
$$

This is the electron density minus the positron density, with two spin states each.

Since $\partial S^{-1}/\partial\mu=\gamma^0$, differentiating $SS^{-1}=1$ gives $\partial S/\partial\mu=-S\gamma^0S$. Therefore

$$
\begin{aligned}
\frac{\partial n}{\partial\mu}
&=-T\sum_\omega\int\frac{d^3p}{(2\pi)^3}
\mathrm{tr}[\gamma^0S\gamma^0S],\\
\frac{\partial^2n}{\partial\mu^2}
&=2T\sum_\omega\int\frac{d^3p}{(2\pi)^3}
\mathrm{tr}[(\gamma^0S)^3]=\Gamma_3 .
\end{aligned} \tag{19}
$$

In the second derivative either propagator can be differentiated. Each choice supplies another minus sign, and cyclicity makes the two terms equal. At zero external momentum both orientations in (15) also equal $\mathrm{tr}[(\gamma^0S)^3]$, which accounts for the factor 2. They add at every $\mu$; at $\mu=0$ each vanishes in the frequency sum, where the terms at $\omega$ and $-\omega$ cancel at each $\mathbf p$ once the trace is taken.

At $T=0$ and $\mu>m$, electron states are filled up to $k_F=\sqrt{\mu^2-m^2}$. Thus $n=k_F^3/(3\pi^2)$ and $dk_F/d\mu=\mu/k_F$. Two derivatives give

$$
\begin{aligned}
\frac{\partial n}{\partial\mu}&=\frac{\mu k_F}{\pi^2},\\
\Gamma_3&=\frac1{\pi^2}\left(k_F+\frac{\mu^2}{k_F}\right)
=\frac{2\mu^2-m^2}{\pi^2k_F}>0 .
\end{aligned} \tag{20}
$$

This proves that the cancellation fails. For $\mu\gg m$, $\Gamma_3\to2\mu/\pi^2$. As $\mu$ approaches $m$ from above, (20) grows as $m^2/(\pi^2k_F)$, reflecting the sharp onset of filling. At nonzero temperature that onset is smooth, so the growth cannot be continued to $k_F=0$.

An inert positive background can cancel the mean charge of the gas. It does not alter the connected electron loop in (19). Electrical neutrality is therefore not the same as charge-conjugation symmetry.

## Reading the size of the effect

Let a uniform static potential raise the local chemical potential by $u$, and let $\delta n(u)=n(\mu+u)-n(\mu)$. Taylor expansion gives

$$
\delta n(u)+\delta n(-u)=\Gamma_3u^2+O(u^4). \tag{21}
$$

The linear response cancels in this sum. What remains is the difference in size between the density gained in an attractive potential and that lost in a repulsive one. Here $u$ is the total potential shift in the free-gas model; screening of an applied field is not included.

Take $\mu=1.25\,m$ and $T=0.10\,m$. The net density is $0.01907\,m^3$, or $3.31\times10^{29}\ \mathrm{cm^{-3}}$. The loop integral gives $\Gamma_3=0.2931\,m$, in agreement with the numerical second derivative of the density. For $u=0.05\,m$,

$$
\begin{aligned}
\delta n(u)+\delta n(-u)
&=(5.1627-4.4303)\times10^{-3}m^3\\
&=7.324\times10^{-4}m^3,\\
\Gamma_3u^2&=7.327\times10^{-4}m^3 .
\end{aligned}
$$

With a converged frequency sum in $\Gamma_3$, the difference is about $0.03\%$ of the latter value, and nearly all of it is the quartic term of (21). The finite frequency sum used here makes the printed difference slightly larger.

At zero temperature $k_F=0.75\,m$, and (20) gives

$$
\Gamma_3=\frac{2(1.25)^2-1}{\pi^2(0.75)}\,m=0.2871\,m .
$$

The value at $T=0.10\,m$ is about $2\%$ larger. A separate calculation at $T=0.01\,m$ gives $0.2873\,m$, close to the zero-temperature result.

The failure is not confined to zero momentum. For static momenta $(q,q,-2q)$ along one axis, the loop at $T=0.10\,m$ is $0.2930\,m$ for $q=0.05\,m$ and $0.2835\,m$ for $q=0.50\,m$. At the larger $q$, reversing $\mu$ changes the value to $-0.2835\,m$, as (12) requires, and setting $\mu=0$ gives zero within rounding. For static density vertices this zero holds for each orientation separately: $\gamma^0\gamma_5$ anticommutes with $h$ at every momentum, so at $\mu=0$ the terms at $\omega$ and $-\omega$ cancel in the trace. It is therefore not a test of the pairing (9).

The operator argument can also be tested with interactions present. Consider a three-site ring with the one-body Hamiltonian $h=\sigma_xP+\sigma_zM$, where $P$ is the central-difference momentum and $M$ the mass, and add a density–density repulsion. On this ring, $\psi\to\sigma_x\psi^{\dagger T}$ is charge conjugation: $P^*=-P$ gives $\sigma_xh^*\sigma_x=-h$, and the sign from reordering the fermion fields restores the Hamiltonian. The density measured from half filling changes sign, so its quadratic interaction is invariant.

The calculation uses the full 64-dimensional Fock space of the six modes, without truncation. The lattice spacing is $1/M$, and the repulsion is $\tfrac12\sum_{x,y}V_{xy}\rho_x\rho_y$, where $\rho_x$ is the density measured from half filling, $V_{xy}=0.6\,M$ on one site and $0.3\,M$ between different sites. The three operators are placed on the imaginary-time circle of length $\beta=2/M$ at intervals $0.7/M$, $0.6/M$ and $0.7/M$. With $T=0.50\,M$, the tested correlators of three site operators, each either the density or $\psi^\dagger\sigma_x\psi$, vanish within rounding at $\mu=0$, while the two-density correlator at one site, at imaginary-time separation $0.7/M$, is $0.104$. At $\mu=\pm0.80\,M$, the connected three-density correlator at one site is $\pm0.0563$. The sizes of these nonzero values depend on the chosen time intervals; the zero at $\mu=0$ and the sign reversal follow from (5) and (12) and do not. Interactions preserve the cancellation in the symmetric state, and the charge-asymmetric state removes it. The numerical output below also gives the loop-pairing checks.

## Numbers as computed

```
PAIRING OF LOOP INTEGRANDS (random Euclidean momenta)
chemical potential in this test = 0.70 m
n=3: number of orientation pairs = 1
n=3: |sum|/sum|terms| at mu=0: 2.0e-17
n=3: |sum|/sum|terms| at mu>0: 6.304e-02
n=5: number of orientation pairs = 12
n=5: |sum|/sum|terms| at mu=0: 3.3e-17
n=5: |sum|/sum|terms| at mu>0: 1.378e-01
INTERACTING DIRAC RING (energies in units of its mass)
sites = 3, Fock dimension = 64, coupling = 0.60
temperature = 0.50, chemical potential = 0.80
largest three-current correlator at mu=0: 8.8e-18
two-density correlator at mu=0: 0.10418
connected three-density correlator at +mu: 0.056296
connected three-density correlator at -mu: -0.056296
FREE ELECTRON GAS (hbar = c = 1)
chemical potential = 1.25 m = 638.7 keV
temperature = 0.10 m = 51.1 keV
net density = 0.019073 m^3 = 3.312e+29 cm^-3
triangle at q=0: 0.2931 m
second derivative of density: 0.2931 m
triangle at q=0.05 m: 0.2930 m
triangle at q=0.50 m: 0.2835 m
same q, opposite mu: -0.2835 m
same q, mu=0, absolute value: 2.8e-18 m
Fermi momentum at T=0: 0.7500 m
T=0 formula for triangle: 0.2871 m
density curvature at T=0.01 m: 0.2873 m
shift u = 0.05 m
density change for +u: 5.162742e-03 m^3
density change for -u: -4.430330e-03 m^3
sum of the two changes: 7.3241e-04 m^3
triangle times u^2: 7.3270e-04 m^3
```
